Static Density Response and Local Field Factor from Monte Carlo Energies

**The result**

Let N particles in a periodic box of volume Ω, with uniform density n = N/Ω, feel the extra potential

V = Σ_i 2A cos(q·r_i),

where q ≠ 0 is one of the wave vectors allowed by the box. If the unperturbed ground state is non-degenerate, the ground-state energy per particle is, for small enough A,

e(A) = e0 + c2 A² + c4 A⁴ + c6 A⁶ + …,  c2 = χ(q)/n.

Here χ(q) is the static density response. A fit of energy against amplitude therefore gives χ. With the response χ0 of free particles in the same box and the interaction component w(q), the local field factor G is

G(q) = 1 − [1/χ0(q) − 1/χ(q)]/w(q).

The amplitude must be large enough for the energy change to exceed the noise, yet small enough for the omitted powers to stay harmless. For two runs, at 0 and A, each with statistical error σ in e, the leading-order compromise is A⁴ = √2 σ/|c4|.

**Three free fermions by hand**

Take three spinless free fermions on a ring of length L = 12 bohr, in Hartree atomic units. The wave numbers are 2πk/L with integer k, and the orbital energies are εk², where

ε = ½(2π/12)² = 0.13708 hartree.

The ground state fills k = −1, 0, 1. Choose q = 2·2π/L = 1.0472 per bohr. Since 2A cos(qx) = A(e^{iqx} + e^{−iqx}), the potential couples k to k ± 2 with matrix element A. Even and odd k separate. Write a = A/ε and measure orbital energies y in units of ε.

In the even family, k = 0 couples to the normalized cosine combination of k = ±2, of energy 4, with strength √2 a. That combination couples to the cosine combination of ±4, of energy 16, with strength a. Eliminating the upper states in turn gives

y = 2a²/[y − 4 − a²/(y − 16 − …)].

To lowest order y = −a²/2. Put this into the denominator, which becomes −4 − a²/2 + a²/16 = −4 − 7a²/16. Hence

y = −(a²/2)/(1 + 7a²/64) = −a²/2 + 7a⁴/128 + ….

In the odd family, k = 1 and k = −1 are coupled directly. Their cosine and sine combinations have energies 1 + a and 1 − a. Each couples with strength a to its partner at energy 9, and that one to a partner at 25. With y = 1 + δ,

δ = ±a + a²/(δ − 8 + a²/24 + …)
 = ±a − (a²/8)[1 + (δ + a²/24)/8 + δ²/64 + …].

In the bracket, δ = ±a − a²/8 suffices. The a⁴ term of δ is then

−(1/8)[(−1/8 + 1/24)/8 + 1/64] = −(1/8)(1/192) = −1/1536.

Both combinations are filled, so the odd powers cancel in their sum, which is 2 − a²/4 − a⁴/768. Adding the even orbital gives the total energy

E/ε = 2 − (3/4)a² + (7/128 − 1/768)a⁴ + … = 2 − (3/4)a² + (41/768)a⁴ + ….

Division by N = 3 and restoration of ε yield

c2 = −1/(4ε) = −1.824 hartree⁻¹,
c4 = 41/(2304 ε³) = 6.91 hartree⁻³.

With n = 0.25 per bohr, χ0 = n c2 = −0.4559 (hartree bohr)⁻¹. The positive quartic term opposes the quadratic one, so a purely quadratic fit makes the response look too weak.

The example also shows why degeneracy matters. If just one of the two odd combinations were filled, its energy would fall linearly with |A|, and the expansion in A² would fail.

**Why the curvature is the response**

Now admit interactions. Translation by π/q along q reverses the sign of the cosine and leaves the homogeneous system unchanged. Thus e(−A) = e(A), which removes all odd powers from the expansion.

Define n_q by the component δn(r) = 2n_q cos(q·r) of the induced density. In linear response, n_q = χA. Because cos² averages to ½, ⟨Σ_i cos(q·r_i)⟩ = Ωn_q. The Hellmann-Feynman theorem then gives

N de/dA = 2⟨Σ_i cos(q·r_i)⟩ = 2Ωn_q,

n_q = (n/2) de/dA = n c2 A + 2n c4 A³ + 3n c6 A⁵ + ….

Comparison of the linear terms proves c2 = χ/n.

Second-order perturbation theory gives the sign. Let ρ_q = Σ_i exp(iq·r_i), so that V = A(ρ_q + ρ_−q). The two terms lead to states of different momentum and, by inversion symmetry, contribute equally:

ΩχA² = −2A² Σ_m |⟨m|ρ_q|0⟩|²/(E_m − E_0),

χ = −(2/Ω) Σ_m |⟨m|ρ_q|0⟩|²/(E_m − E_0) ≤ 0.

For free fermions, m runs over moves of one particle from an occupied k to an empty k + q. On the small ring, −1 → 1 is blocked; 0 → 2 and 1 → 3 remain, with gaps 4ε and 8ε. Thus χ0 = −(2/12)(1/4 + 1/8)/ε = −0.456, as before.

**What the local field factor means**

Ask which potential would make free particles show the density of the interacting ones. The mean-field (Hartree) potential adds w n_q to A. The factor 1 − G corrects this for exchange and correlation:

A_eff = A + w(1 − G)n_q,  n_q = χ0 A_eff.

Divide the second equation by χ0 n_q and use A/n_q = 1/χ:

1/χ0 = 1/χ + w(1 − G).

This is the formula for G. Setting G = 0 gives the random-phase approximation (RPA). For electrons in three dimensions w = 4π/q² in these units.

For the interacting example, let w(k) = 2K0(|k|b), with K0 the modified Bessel function and b = 1 bohr. Keep the components 0 < |k| ≤ 2π per bohr; the absent k = 0 component represents the neutralizing background. This is a softened Coulomb repulsion, a model rather than a material. At the chosen q, w = 0.7874 hartree bohr.

Diagonalization in determinants of plane waves, followed by perturbation recursion, gives χ = −0.3888 (hartree bohr)⁻¹. Therefore

1/χ0 − 1/χ = −2.1932 + 2.5721 = 0.3789,
G = 1 − 0.3789/0.7874 = 0.519.

The RPA gives χ = −0.3355. In this system, exchange and correlation thus weaken the Hartree screening. To illustrate the meaning of G, apply A = 0.005 hartree. The formula predicts A_eff = 0.004264 hartree. Free particles in that weaker potential have n_q = −0.0019437 per bohr, the same as the interacting ones. The definition of G ensures this in linear response, so the agreement shows that this A is small enough.

**Getting the energies by diffusion Monte Carlo**

Let Φ obey imaginary-time evolution, ∂Φ/∂s = −(H − E_T)Φ, and let Ψ be a trial function. With f = ΨΦ and v = ∇ln|Ψ|, the product rule gives

∇²f − 2∇·(fv) = Ψ∇²Φ − Φ∇²Ψ.

Multiplying the evolution equation by Ψ and replacing Ψ∇²Φ yields

∂f/∂s = ½∇²f − ∇·(fv) − (E_L − E_T)f,  E_L = (HΨ)/Ψ.

The three terms are diffusion, drift and reweighting. After a long time Φ is the lowest state compatible with the imposed nodes. If these nodes are right, H acting to the left gives

∫fE_L/∫f = ∫Φ HΨ/∫ΦΨ = E_0.

The same mixed average of the density operator generally differs from its ground-state value, because Φ is not an eigenfunction of that operator. This is why the energy is fitted.

On the ring the nodes are known. Antisymmetry forces the wave function to vanish whenever two particles meet. Inside one cyclic ordering, the lowest state with these zero boundaries can be chosen positive. For odd N, a cyclic permutation is even, so the state extends to an antisymmetric periodic function. The coincidence nodes are therefore exact at every A. A suitable trial function is

Ψ = Π_{i<j} |sin(πx_ij/L)| exp[−βΣ_{i<j} cos(2πx_ij/L) − γΣ_i cos(qx_i)],

understood with the fermionic sign. The parameters β and γ are optimized for each A.

One move with time step τ has these parts:

1. Propose x′ = x + τv̄(x) + √τ η, where η is a vector of standard normal numbers. The limited drift v̄ = 2v/[1 + √(1 + 2τv²)] tames the divergence of v at nodes.

2. Reject a proposal that changes the sign of the wave function. Otherwise accept it with probability min(1, r), where
r = [Ψ(x′)²/Ψ(x)²] exp{[|x′ − x − τv̄(x)|² − |x − x′ − τv̄(x′)|²]/(2τ)}.
This keeps Ψ² stationary under the moves alone.

3. Multiply the weight by exp{−τ[½(E_L,old + E_L,new) − E_T]}. Periodically resample the walkers in proportion to their weights, and reset the weights to one.

4. After equilibration, average E_L with the weights. Take the statistical error from averages over blocks longer than the correlation time.

Finite τ and a finite population leave biases, which a production calculation must check by changing both. The example used τ = 0.05 hartree⁻¹ and 400 walkers per amplitude without extrapolation. The energies per particle, in hartree, were:

A = 0.00: −0.03414 ± 0.00006; diagonalization −0.03420
A = 0.06: −0.03969 ± 0.00007; diagonalization −0.03975
A = 0.10: −0.04916 ± 0.00012; diagonalization −0.04938
A = 0.16: −0.07184 ± 0.00012; diagonalization −0.07183

The largest discrepancy is 1.9 statistical errors, at A = 0.10. The variational energy of Ψ alone is too high by 0.0008 at A = 0 and by 0.0040 at A = 0.16. Its errors do not cancel in the difference, so it gives too weak a response.

**The best amplitude for two runs**

Runs at 0 and A give the estimate

ĉ2 = [e(A) − e(0)]/A².

To leading order its bias is c4A². Its variance is 2σ²/A⁴, since the independent errors of two energies add in square. The mean-square error is

M = c4²A⁴ + 2σ²/A⁴.

Setting the derivative with respect to A⁴ to zero gives c4² = 2σ²/A⁸, hence

A⁴ = √2 σ/|c4|.

The squared bias and the variance are then equal. The root-mean-square (rms) error is √(2√2 σ|c4|), which falls only as √σ.

The interacting ring has c4 = 4.05 hartree⁻³. For a design error σ = 5·10⁻⁵ hartree,

A = (1.414 × 5·10⁻⁵/4.05)^{1/4} = 0.065 hartree.

Synthetic noise added to diagonalized energies gives an rms error of 0.0235 hartree⁻¹, or 1.5% of |c2|. The formula gives 0.0239. At 0.7 and 1.4 times this amplitude, the error rises to 0.035 and 0.032.

In a real calculation c4 is unknown beforehand. The ideal gas supplies a pilot value, here 6.91 hartree⁻³, and hence A = 0.057. This is 0.875 of the better choice. At a fraction s of the optimum, M is multiplied by (s⁴ + s⁻⁴)/2, here 1.15, so the rms error rises by about 7% at leading order, and by 8% with the diagonalized energies. A first set of runs can then refine c4.

**Three runs and removal of the quartic bias**

Let X = A² for the largest amplitude, and run at A² = 0, tX and X, with 0 < t < 1. A parabola in A² through the three energies has the slope at zero

ĉ2 = {−(1 + t)e(0)/t + e₁/[t(1 − t)] − t e₂/(1 − t)}/X.

Here e₁ and e₂ belong to tX and X. To check it, insert e = 1, A² and A⁴: the results are 0, 1 and 0. The quartic term has gone. Inserting c6A⁶ leaves

c6X²(t² − t)/(1 − t) = −c6tX².

The variance is σ²g/X², where the squared coefficients add to

g = (1 + t)²/t² + 1/[t²(1 − t)²] + t²/(1 − t)²
 = 2(1 − t² + t⁴)/[t²(1 − t)²].

Minimize M = c6²t²X⁴ + σ²g/X² with respect to X:

4c6²t²X³ = 2σ²g/X³,
X⁶ = σ²g/(2c6²t²).

The squared bias is now half the variance. At this X, M is proportional to (tg)^{2/3}. The best t therefore minimizes

tg = 2(1 − t² + t⁴)/[t(1 − t)²].

Setting its logarithmic derivative to zero and clearing denominators gives

t⁵ − 3t⁴ + t³ + t² − 3t + 1 = (t² − 3t + 1)(t³ + 1) = 0.

The root between 0 and 1 is t = (3 − √5)/2 = 0.382. The smaller nonzero amplitude should thus be √t = 0.618 of the larger, for equal errors and leading-order bias.

With c6 = −35.7 hartree⁻⁵ and the same σ, the largest amplitude is 0.156 hartree. The rms error found with synthetic noise is 0.0129 hartree⁻¹, or 0.8% of |c2|; the formula gives 0.0141. The formula's noise variance is exact for this linear estimate, so, apart from sampling error, the difference comes from bias terms beyond c6.

Three runs cost half as much again as two at fixed σ. Spending that extra time on two runs would reduce σ by √1.5 and their rms error by 1.5^{1/4}, to about 0.021. The three-run design remains better in this case.

**The general fit**

For any set of amplitudes A_j, choose the powers to retain and form the matrix M_jp = A_j^{2p}, p = 0, 1, …, P. Ordinary least squares minimizes Σ_j(e_j − Σ_p M_jp c_2p)². Its normal equations give

ĉ = (MᵀM)⁻¹Mᵀe.

The estimate of c2 is thus a weighted sum Σ_j R_j e_j, with R the p = 1 row of the matrix in front of e. Its variance is Σ_j R_j²σ_j², and its bias is Σ_j R_j times the omitted part of e(A_j). If the errors differ greatly, insert S = diag(1/σ_j²): ĉ = (MᵀSM)⁻¹MᵀSe.

Differentiating the formula for G with respect to χ gives

σ_G = σ_χ/(|w|χ²) = (σ_χ/|χ|)/(|w||χ|).

The absolute error in G is therefore the relative error in χ times 1/|wχ|, here 3.3. Unweighted fits to the four Monte Carlo energies give:

Quadratic: χ = −0.3672 ± 0.0013, G = 0.327 ± 0.012.
Quartic: χ = −0.380 ± 0.005, G = 0.45 ± 0.05.

The errors in G use the fitted χ in the formula above; with the reference χ they would be 0.011 and 0.044.

The references are χ = −0.3888 and G = 0.519. The quadratic fit has the smaller error bar, but the same fit to noiseless energies has a bias of 0.022 in χ and −0.20 in G. Its error bar measures noise and says nothing about this bias. Retaining A⁴ reduces the truncation bias to 0.0016 in χ and −0.014 in G. The quartic χ differs from the reference by 0.0084; after subtraction of the truncation bias, 1.3 statistical errors remain.

In practice, repeat the fit without the largest amplitude and with one more power. Accept a value of χ that is stable within its error, and check that the residuals show no trend with A.

**Short wavelengths, box size and nodes**

At large q, for free particles, almost every move is allowed and its gap approaches q²/2. The spectral sum then gives χ0 → −(2/Ω)N/(q²/2) = −4n/q². When χ in three dimensions is close to this form, 1/|wχ| becomes q⁴/(16πn). Accurate values of χ then yield poor values of G, since G rests on a small difference between large reciprocals.

For finite boxes, χ0 can change strongly with the set of occupied orbitals. A useful approximation keeps G from the small box and inserts χ0 of the larger one:

1/χ_large ≈ 1/χ0,large − w(1 − G_small).

For even N, periodic plane waves would leave the free-particle ground state degenerate. The six-particle ring therefore has antiperiodic boundary conditions: its wave numbers are 2πk/L with half-integer k, and k = −5/2, …, 5/2 are filled. Doubling the ring to N = 6 in this way, at the same n and q, changes χ0 to −0.479. With G from N = 3, the estimate is χ = −0.405; direct calculation gives −0.408 with 18 plane waves and −0.409 with 24 or 28. Carrying over χ itself would give −0.389. The transfer helps here. The direct calculation for N = 6 gives G = 0.531, 0.542 and 0.546 with 16, 18 and 28 plane waves, against 0.519 for N = 3. G therefore still depends on the box, and larger boxes remain necessary.

For an infinite ring, the sum over occupied k becomes an integral; blocked moves cancel in pairs. With kF = πn,

χ0 = −(1/π)∫ dk/(qk + q²/2) = −[1/(πq)] ln[(q + 2kF)/|q − 2kF|],

with k from −kF to kF. For q < 2kF the integrand has a pole at k = −q/2, and the principal value is meant: the cancelling pairs lie symmetrically about this point. At q = 4kF/3 this is −0.489. Using G from N = 3 or N = 6 gives χ ≈ −0.413 or −0.416. Their closeness does not prove convergence.

In higher dimensions the fermionic nodes are generally unknown. The fitted curve is then a fixed-node energy, and its curvature is a fixed-node response. The nodes should be allowed to adapt to A, for instance through orbitals computed in a cosine potential of optimized strength. Each fixed-node energy is an upper bound, but a difference of two upper bounds bounds neither χ nor G. The numerical output gives the remaining digits and settings.

Computed results

```
Hartree atomic units: energy hartree, length bohr, chi 1/(hartree bohr)
N = 3, length = 12.0 bohr, density = 0.250 1/bohr
softening = 1.0 bohr, q = 1.04720 1/bohr, q/kF = 1.3333
w(q) = 0.78744 hartree bohr
ED e0 = -0.034201 hartree per particle
chi/n = -1.55513 1/hartree
c4 = 4.0471 1/hartree^3, c6 = -35.711 1/hartree^5
ideal chi0/n = -1.82378 1/hartree
ideal c4 = 6.9088 1/hartree^3, c6 = -85.543 1/hartree^5
chi0 = -0.455945, chi = -0.388783 1/(hartree bohr)
RPA chi (G=0) = -0.335494 1/(hartree bohr)
G(q) exact for N=3 = 0.51884 (dimensionless)
n_q at A=0.05 hartree: ED -0.0191943, series -0.0191946 1/bohr
A=0.005 hartree: effective amplitude = 0.0042636 hartree
  n_q interacting -0.00194366, ideal -0.00194369 1/bohr
Design error per energy = 5.0e-05 hartree per particle
two-run best A = 0.06465 hartree; ideal pilot 0.05656
  rms slope error at 0.7, 1, 1.4 times best A (1/hartree): 0.03522 0.02350 0.03211
  formula at best A = 0.02392 1/hartree
three-run t = 0.3820, amplitude ratio = 0.6180, g = 31.416
three-run best largest A = 0.15621 hartree; pilot 0.13504
  rms slope error at 0.7, 1, 1.5 times best A (1/hartree): 0.02350 0.01286 0.02201
  formula at best A = 0.01407 1/hartree
DMC: time step 0.05 1/hartree, 400 walkers per amplitude
  800 warm-up moves, 18 blocks of 400, acceptance 0.9948
A (hartree); beta, gamma; energies per particle (hartree):
  A=0.00 beta=0.2596 gamma=0.0000 VMC=-0.033383 DMC=-0.034137 +/- 0.000060 ED=-0.034201
  A=0.06 beta=0.2553 gamma=0.1260 VMC=-0.038357 DMC=-0.039686 +/- 0.000065 ED=-0.039749
  A=0.10 beta=0.2480 gamma=0.2079 VMC=-0.047093 DMC=-0.049159 +/- 0.000118 ED=-0.049380
  A=0.16 beta=0.2335 gamma=0.3255 VMC=-0.067865 DMC=-0.071836 +/- 0.000119 ED=-0.071830
Fits to four DMC energies; chi in 1/(hartree bohr), G dimensionless:
  quadratic: chi=-0.36719 +/- 0.00131, truncation bias=0.02228
    G=0.3268 +/- 0.0110, truncation bias=-0.1986
  quartic: chi=-0.38040 +/- 0.00525, truncation bias=0.00160
    G=0.4468 +/- 0.0441, truncation bias=-0.0135
Size transfer at the same density and q; chi in 1/(hartree bohr):
  N=6: chi0=-0.47862, chi=-0.40815, G=0.54184
  N=6 relative change of chi, 16 to 18 orbitals = 3.48e-03
  N=6 chi predicted with G of N=3 = -0.40515
  infinite ideal chi0 = -0.48921
  infinite chi estimated with G of N=3: -0.41271, of N=6: -0.41582
```
